# Gradient and preconditioner for the pseudo-Hamiltonian in direct minimization for metals: a program that tests the result

```python
# Free energy A(eta) = E[P] - sig*g*sum s(x_i), P = f((eta-mu)/sig), g tr P = N,
# x_i = (eps_i-mu)/sig, eps_i eigenvalues of the pseudo-Hamiltonian eta, dE = g tr(H dP).
# Under test (eigenbasis of eta, dA = tr(G d eta)):  G = g L o (R - c I), R = H - eta,
# L_ij = (f_i-f_j)/(eps_i-eps_j) (df/deps if degenerate), c = sum L_kk R_kk / sum L_kk.
# chi = L - |LI><LI|/<I,LI>; Hessian at a stationary point g(-chi + chi K chi), dH = K dP;
# eta <- eta + kappa (H - eta) is stable iff kappa < 2/lam_max, lam = spec(1 - K chi).
import numpy as np, sympy as sp, mpmath as mp
from scipy.linalg import eigh, expm, logm
from scipy.optimize import brentq
from scipy.special import expit, xlogy
from scipy.constants import physical_constants as pc
from pyscf import gto, dft, scf
HA = pc['Hartree energy in eV'][0]; BOHR = pc['Bohr radius'][0]*1e10
KB = pc['Boltzmann constant in eV/K'][0]
g = 2; rng = np.random.default_rng(1)
d1 = lambda F, h: (F(-2*h)-8*F(-h)+8*F(h)-F(2*h))/(12*h)
d2 = lambda F, h: (-F(-2*h)+16*F(-h)-30*F(0.)+16*F(h)-F(2*h))/(12*h*h)
ip = lambda A, B: np.trace(A@B).real
def find_mu(e, f, ntr, sig):
    return brentq(lambda m: f((e-m)/sig).sum()-ntr, e.min()-30*sig, e.max()+30*sig,
                  xtol=1e-15, rtol=1e-15)
def L_fermi(x, sig):
    t = (x[:, None]-x[None, :])/2; small = abs(t) < 1e-8; ts = np.where(small, 1., t)
    ch = np.cosh(x/2)
    return -np.where(small, 1., np.sinh(ts)/ts)/np.outer(ch, ch)/(4*sig)

# smearing pairs (f, s) and the identity s' = x f'
X = sp.symbols('x', real=True); ga = sp.exp(-X**2)/sp.sqrt(sp.pi); fF = 1/(1+sp.exp(X))
pairs = {'fermi': (fF, -fF*sp.log(fF)-(1-fF)*sp.log(1-fF)), 'gauss': (sp.erfc(X)/2, ga/2),
         'mp1': (sp.erfc(X)/2-X*ga/2, (1-2*X**2)*ga/4)}
SM = {}
for k, (f_, s_) in pairs.items():
    for x0 in (-2.1, 0.3, 1.7):
        assert abs(sp.N((sp.diff(s_, X)-X*sp.diff(f_, X)).subs(X, x0))) < 1e-12
    SM[k] = [sp.lambdify(X, q, modules=['scipy', 'numpy']) for q in (f_, sp.diff(f_, X), s_)]
# closed form of the Fermi divided difference against a 150-digit quotient
mp.mp.dps = 150; xs = np.array([-160., -159., -1., 0.5, 0.5000001, 30.]); Lc = L_fermi(xs, 1.)
for i in range(6):
    for j in range(i):
        a, b = mp.mpf(xs[i]), mp.mpf(xs[j])
        assert abs(Lc[i, j]/float((1/(1+mp.exp(a))-1/(1+mp.exp(b)))/(a-b))-1) < 1e-11
assert (Lc < 0).all() and (Lc >= -0.25).all()

# ---- dimensionless model: E = g tr(hP) + 1/2 sum u_a (g tr V_a P)^2
def model(eta, sm, h, V, u, ntr, sig, mu0=None):
    f, fp, s = SM[sm]; e, U = eigh(eta)
    mu = find_mu(e, f, ntr, sig) if mu0 is None else mu0
    x = (e-mu)/sig; P = (U*f(x))@U.conj().T; q = [g*ip(v, P) for v in V]
    A = g*ip(h, P)+sum(.5*a*b*b for a, b in zip(u, q))-sig*g*s(x).sum()
    if mu0 is not None: A -= mu0*g*f(x).sum()
    return A, P, h+sum(a*b*v for a, b, v in zip(u, q, V)), mu
def response(eta, sm, mu, sig):
    f, fp, s = SM[sm]; e, U = eigh(eta); x = (e-mu)/sig
    de = e[:, None]-e[None, :]; dg = abs(de) < 1e-8
    L = np.where(dg, fp(x)[:, None]/sig+0*de, (f(x)[:, None]-f(x)[None, :])/np.where(dg, 1., de))
    Lop = lambda D: U@(L*(U.conj().T@D@U))@U.conj().T
    LI = Lop(np.eye(len(e))); cof = lambda D: ip(LI, D)/np.trace(LI).real
    return Lop, cof, lambda D: Lop(D)-cof(D)*LI
def herm(n):
    a = rng.normal(size=(n, n))+1j*rng.normal(size=(n, n)); return (a+a.conj().T)/4
n = 5; sg = 0.5; ntr = 2.3; I5 = np.eye(n); W = eigh(herm(n))[1]
eta = (W*np.array([-1., .1, .1, .4, 1.2]))@W.conj().T
h = herm(n)+0.7*I5; V = [herm(n) for _ in range(3)]; u = [.5, .3, -.2]
basis = []
for i in range(n):
    for j in range(i, n):
        E = np.zeros((n, n), complex); E[i, j] = 1
        basis += [E] if i == j else [(E+E.T)/2**.5, 1j*(E-E.T)/2**.5]
D = herm(n); A0, P0, H0, mu = model(eta, 'fermi', h, V, u, ntr, sg)
Lop, cof, chi = response(eta, 'fermi', mu, sg)
Pexp = lambda t: np.linalg.inv(I5+expm((eta+t*D-mu*I5)/sg))
assert abs(d1(Pexp, 1e-3)-Lop(D)).max() < 1e-8
assert abs(d1(lambda t: model(eta+t*D, 'fermi', h, V, u, ntr, sg)[3], 1e-3)-cof(D)) < 1e-8
for sm in SM:
    A0, P0, H0, mu = model(eta, sm, h, V, u, ntr, sg); Lop, cof, chi = response(eta, sm, mu, sg)
    R = H0-eta; G = g*Lop(R-cof(R)*I5)
    Gfd = sum(d1(lambda t: model(eta+t*B, sm, h, V, u, ntr, sg)[0], 1e-3)*B for B in basis)
    Gom = sum(d1(lambda t: model(eta+t*B, sm, h, V, u, ntr, sg, mu)[0], 1e-3)*B for B in basis)
    assert abs(G-Gfd).max() < 1e-7 and abs(np.trace(Gfd)) < 1e-7
    assert abs(g*Lop(R)-Gom).max() < 1e-7 and abs(Gom-Gfd).max() > 1e-3
    print(f'model {sm}: max|G-G_fd| = {abs(G-Gfd).max():.1e}, without c term {abs(g*Lop(R)-Gfd).max():.3f}')
    if sm != 'mp1':
        best = ip(Gfd, R)/np.sqrt(-g*ip(R, chi(R))); assert best < 0
        for _ in range(200):
            T = R+rng.uniform(.05, 3)*herm(n)
            assert ip(Gfd, T)/np.sqrt(-g*ip(T, chi(T))) > best
# non-interacting: relative entropy identity and Hessian
Ae, P, _, _ = model(eta, 'fermi', h, [], [], ntr, sg); Ah, Q, _, muh = model(h, 'fermi', h, [], [], ntr, sg)
Srel = ip(P, logm(P)-logm(Q))+ip(I5-P, logm(I5-P)-logm(I5-Q))
assert abs(Ae-Ah-g*sg*Srel) < 1e-9 and Srel > 0
chih = response(h, 'fermi', muh, sg)[2]
assert abs(d2(lambda t: model(h+t*D, 'fermi', h, [], [], ntr, sg)[0], 5e-3)+g*ip(D, chih(D))) < 1e-6
print(f'model free: A(eta)-A(h) = {Ae-Ah:.6f}, g*sig*S_rel = {g*sg*Srel:.6f} (sig = {sg})')
# non-monotone smearing, sig = 1
e4 = np.diag([-1.8, -.2, .2, 1.8]); R4 = np.diag([-.5, 0, 0, .5]); sl = {}
for sm in ('fermi', 'mp1'):
    assert abs(model(e4, sm, e4+R4, [], [], 2, 1.)[3]) < 1e-10
    sl[sm] = d1(lambda t: model(e4+t*R4, sm, e4+R4, [], [], 2, 1.)[0], 1e-3)
    assert abs(sl[sm]-g*2*.25*SM[sm][1](1.8)) < 1e-8
assert sl['fermi'] < 0 < sl['mp1']
print('four levels eta/sig =', np.diag(e4), ' R/sig =', np.diag(R4))
print(f"  slope along H-eta (units of sig): fermi {sl['fermi']:.5f}, mp1 {sl['mp1']:.5f}")
sz = np.diag([-1., 1.]); dd, y = 1., 4.
cur = d2(lambda t: model((y+t)*sz, 'fermi', dd*sz, [], [], 1, 1.)[0], 1e-2)
assert abs(cur+2*g*SM['fermi'][1](y)*(1-(y-dd)*np.tanh(y/2))) < 1e-7 and cur < 0
print(f"two levels d/sig = {dd}, y/sig = {y}: sig*A'' = {cur:.5f}")

# ---- Li4 rhombus, LDA (Slater + VWN5), STO-3G, Fermi-Dirac
ds, dl, sig_ev, xc = 2.70, 5.40, 0.30, 'LDA,VWN'; sig = sig_ev/HA
a, b = ds/2/BOHR, dl/2/BOHR
mol = gto.M(atom=[('Li', (a, 0, 0)), ('Li', (-a, 0, 0)), ('Li', (0, b, 0)), ('Li', (0, -b, 0))],
            unit='Bohr', basis='sto-3g', verbose=0)
grids = dft.gen_grid.Grids(mol); grids.atom_grid = (30, 110); grids.build(); wt = grids.weights
sv, sU = eigh(mol.intor('int1e_ovlp')); Xo = (sU/np.sqrt(sv))@sU.T; Sh = (sU*np.sqrt(sv))@sU.T
hao = mol.intor('int1e_kin')+mol.intor('int1e_nuc'); hc = Xo@hao@Xo; n = mol.nao; In = np.eye(n)
tr4 = lambda T, C: np.einsum('pqrs,pi,qj,rk,sl->ijkl', T, C, C, C, C, optimize=True)
eri = tr4(mol.intor('int2e'), Xo); eri2 = eri.reshape(n*n, n*n)
phi = dft.numint.eval_ao(mol, grids.coords)@Xo; ntr = mol.nelectron/g
def ks(P):
    rho = g*((phi@P)*phi).sum(1); exc, vxc = dft.libxc.eval_xc(xc, rho, spin=0, deriv=1)[:2]
    J = g*(eri2@P.ravel()).reshape(n, n)
    E = g*ip(hc+J/2, P)+(wt*rho*exc).sum()+mol.energy_nuc()
    return E, hc+J+phi.T@(phi*(wt*vxc[0])[:, None]), rho
def ev(eta):
    e, U = eigh(eta); mu = find_mu(e, lambda x: expit(-x), ntr, sig); x = (e-mu)/sig
    f, fb = expit(-x), expit(x); P = (U*f)@U.T; E, H, rho = ks(P)
    TS = -sig*g*(xlogy(f, f)+xlogy(fb, fb)).sum()
    L = L_fermi(x, sig); R = U.T@H@U-np.diag(e); c = np.diag(L)@np.diag(R)/np.trace(L)
    return dict(A=E-TS, E=E, TS=TS, H=H, e=e, U=U, mu=mu, f=f, L=L, R=R, c=c, P=P, rho=rho,
                G=g*L*(R-c*In))
eta0 = ks(Sh@scf.hf.init_guess_by_minao(mol)@Sh/g)[1]; s0 = ev(eta0); U = s0['U']
dm = g*Xo@s0['P']@Xo; _, exc_ref, vxc_ref = dft.numint.NumInt().nr_rks(mol, grids, xc, dm)
vj = scf.hf.get_jk(mol, dm)[0]
assert abs(ip(hao+vj/2, dm)+exc_ref+mol.energy_nuc()-s0['E']) < 1e-7
assert abs(Xo@(hao+vj+vxc_ref)@Xo-s0['H']).max() < 1e-7
print(f'Li4 diagonals {ds:.2f}, {dl:.2f} angstrom, side {np.hypot(ds, dl)/2:.4f} angstrom')
print(f'n = {n}, N = {mol.nelectron}, grid points {wt.size}, sig = {sig_ev:.2f} eV = k_B * {sig_ev/KB:.0f} K')
print(f"start: A = {s0['A']*HA:.5f} eV, mu = {s0['mu']*HA:.4f} eV, c = {s0['c']*HA:.5f} eV")
fdA = lambda B: d1(lambda t: ev(eta0+t*B)['A'], 2e-4)
for i in range(4, 9):
    fd = fdA(np.outer(U[:, i], U[:, i])); assert abs(fd-s0['G'][i, i]) < 1e-6
    print(f" i={i+1}: eps {s0['e'][i]*HA:.4f} eV, f {s0['f'][i]:.5f}, L {s0['L'][i, i]/HA:.5f} 1/eV, R {s0['R'][i, i]*HA:.5f} eV")
    print(f"      G {s0['G'][i, i]:.6f}, finite diff {fd:.6f}, without c {g*s0['L'][i, i]*s0['R'][i, i]:.6f}")
print(f" sum_k L_kk = {np.trace(s0['L'])/HA:.5f} 1/eV")
i, j = np.unravel_index(np.triu(abs(s0['G'][4:12, 4:12]), 1).argmax(), (8, 8)); i += 4; j += 4
B = np.outer(U[:, i], U[:, j]); fd = fdA(B+B.T)/2; assert abs(fd-s0['G'][i, j]) < 1e-6
print(f" pair ({i+1},{j+1}): eps {s0['e'][i]*HA:.4f}, {s0['e'][j]*HA:.4f} eV, f {s0['f'][i]:.5f}, {s0['f'][j]:.5f}")
print(f"      L {s0['L'][i, j]/HA:.5f} 1/eV, H {s0['R'][i, j]*HA:.5f} eV, G {s0['G'][i, j]:.6f}, finite diff {fd:.6f}")
R0 = s0['H']-eta0; nr = np.linalg.norm(R0); slope = g*(s0['L']*(s0['R']-s0['c']*In)**2).sum()
fd = fdA(R0/nr)*nr; assert abs(fd-slope) < 1e-6*nr and fd < 0
assert abs(ev(eta0+In/HA)['A']-s0['A']) < 1e-10
print(f' dA/dkappa along H-eta: {slope*HA:.6f} eV, finite diff {fd*HA:.6f} eV')
# minimum
eta, s, kap = eta0, s0, 0.4
for it in range(800):
    if np.linalg.norm(s['H']-eta) < 1e-10: break
    tr = eta+kap*(s['H']-eta); st = ev(tr)
    if st['A'] > s['A']+1e-11: kap /= 2
    else: eta, s = tr, st
assert np.linalg.norm(s['H']-eta) < 1e-10
U, L = s['U'], s['L']
print(f"minimum: A = {s['A']*HA:.5f} eV = {s['A']:.7f} hartree")
print(f" E = {s['E']*HA:.5f} eV, sig*S = {s['TS']*HA:.5f} eV, mu = {s['mu']*HA:.4f} eV")
print(' eps 5..9 (eV):', np.round(s['e'][4:9]*HA, 4))
print(' f 5..9:', np.round(s['f'][4:9], 5))
print(f" eps_1 = {s['e'][0]*HA:.3f} eV; max|L| = {abs(L).max()/HA:.4f} 1/eV, min|L| = {abs(L).min()/HA:.2e} 1/eV")
# kernel and response on real symmetric matrices, orthonormal under tr(AB)
iu = np.triu_indices(n); dgv = (iu[0] == iu[1])*1.; wv = np.where(dgv > 0, 1., 2**.5)
vec = lambda M: (U.T@M@U)[iu]*wv
def unvec(v):
    M = np.zeros((n, n)); M[iu] = v/wv; M = M+np.triu(M, 1).T; return U@M@U.T
pm = phi@U; Bg = pm[:, iu[0]]*pm[:, iu[1]]*wv
fxc = dft.libxc.eval_xc(xc, s['rho'], spin=0, deriv=2)[2][0]
K = g*(tr4(eri, U)[iu][:, iu[0], iu[1]]*np.outer(wv, wv)+Bg.T@(Bg*(wt*fxc)[:, None]))
Lv = L[iu]; chi = np.diag(Lv)-np.outer(Lv*dgv, Lv*dgv)/np.trace(L)
w, Z = eigh(-chi); M = (Z*np.sqrt(np.clip(w, 0, None)))@Z.T
lam, Y = eigh(np.eye(len(Lv))+M@K@M); Hess = g*(-chi+chi@K@chi)
assert lam[0] > 0 and lam[-1] > 1.1
v = K@M@Y[:, -1]; v /= np.linalg.norm(v)
dH = lambda q: vec(ev(eta+2e-5*unvec(q))['H']-ev(eta-2e-5*unvec(q))['H'])/4e-5
assert np.linalg.norm(dH(v)-(1-lam[-1])*v) < 1e-4
val = ((iu[0] >= 4) & (iu[1] < 12))*1.
for k, q in enumerate([v, rng.normal(size=len(v))*val, rng.normal(size=len(v))*val]):
    q = q/np.linalg.norm(q); assert np.linalg.norm(dH(q)-K@chi@q) < 1e-4
    fd = d2(lambda t: ev(eta+t*unvec(q))['A'], 5e-4); assert abs(fd/(q@Hess@q)-1) < 2e-4
    if k == 0: print(f' stiff mode curvature {q@Hess@q/HA:.5f}, finite diff {fd/HA:.5f}, without K {-g*q@chi@q/HA:.5f} 1/eV')
kc = 2/lam[-1]; ko = 2/(lam[0]+lam[-1]); hmax = eigh(Hess, eigvals_only=True)[-1]
print(f' lam_min = {lam[0]:.4f}, lam_max = {lam[-1]:.4f}, 2/lam_max = {kc:.4f}')
print(f' best kappa = {ko:.4f}, rate = {(lam[-1]-lam[0])/(lam[-1]+lam[0]):.4f}; largest Hessian eigenvalue {hmax/HA:.4f} 1/eV')
q = rng.normal(size=len(v)); q *= 1e-6/np.linalg.norm(q); ratio = {}
for fac in (0.95, 1.05):
    et = eta+unvec(q)
    for _ in range(100): et = et+fac*kc*(ev(et)['H']-et)
    ratio[fac] = np.linalg.norm(et-eta)/1e-6
    print(f' kappa = {fac}*2/lam_max: error ratio after 100 steps {ratio[fac]:.2e}')
assert ratio[0.95] < 1e-2 and ratio[1.05] > 10
er, ep = eta0, eta0
for _ in range(60):
    t = ev(er); er = er-t['U']@t['G']@t['U'].T/hmax
    ep = ep+ko*(ev(ep)['H']-ep)
tr_, tp_ = ev(er), ev(ep); res = lambda t: np.linalg.norm(t['R']-t['c']*In)*HA
assert abs(tp_['A']-s['A']) < 1e-9 and tr_['A']-s['A'] > 1e-7
print(f"start: A-A_min = {(s0['A']-s['A'])*HA:.3e} eV, |R-cI| = {res(s0):.3e} eV")
print(f"60 raw steps (length 1/Hess_max): A-A_min = {(tr_['A']-s['A'])*HA:.3e} eV, |R-cI| = {res(tr_):.3e} eV")
print(f"60 preconditioned steps: |A-A_min| = {abs(tp_['A']-s['A'])*HA:.1e} eV, |R-cI| = {res(tp_):.1e} eV")
print('done: every assertion held')
```

Printed output:

```
model fermi: max|G-G_fd| = 1.4e-11, without c term 0.534
model gauss: max|G-G_fd| = 1.8e-11, without c term 1.043
model mp1: max|G-G_fd| = 2.1e-11, without c term 1.646
model free: A(eta)-A(h) = 2.951707, g*sig*S_rel = 2.951707 (sig = 0.5)
four levels eta/sig = [-1.8 -0.2  0.2  1.8]  R/sig = [-0.5  0.   0.   0.5]
  slope along H-eta (units of sig): fermi -0.12173, mp1 0.03845
two levels d/sig = 1.0, y/sig = 4.0: sig*A'' = -0.13368
Li4 diagonals 2.70, 5.40 angstrom, side 3.0187 angstrom
n = 20, N = 12, grid points 9648, sig = 0.30 eV = k_B * 3481 K
start: A = -789.35544 eV, mu = -3.1517 eV, c = 2.46919 eV
 i=5: eps -5.0688 eV, f 0.99833, L -0.00557 1/eV, R 3.65567 eV
      G -0.013227, finite diff -0.013227, without c -0.040753
 i=6: eps -3.6271 eV, f 0.82984, L -0.47070 1/eV, R 2.64455 eV
      G -0.165087, finite diff -0.165087, without c -2.489557
 i=7: eps -2.4779 eV, f 0.09568, L -0.28841 1/eV, R 2.12957 eV
      G 0.195896, finite diff 0.195896, without c -1.228373
 i=8: eps -2.3330 eV, f 0.06129, L -0.19177 1/eV, R 2.66216 eV
      G -0.074013, finite diff -0.074013, without c -1.021030
 i=9: eps -1.7217 eV, f 0.00844, L -0.02789 1/eV, R 1.82470 eV
      G 0.035945, finite diff 0.035945, without c -0.101769
 sum_k L_kk = -1.00571 1/eV
 pair (5,9): eps -5.0688, -1.7217 eV, f 0.99833, 0.00844
      L -0.29575 1/eV, H 0.98406 eV, G -0.582065, finite diff -0.582065
 dA/dkappa along H-eta: -2.597310 eV, finite diff -2.597310 eV
minimum: A = -790.12484 eV = -29.0365522 hartree
 E = -789.28241 eV, sig*S = 0.84243 eV, mu = -1.7088 eV
 eps 5..9 (eV): [-3.0837 -2.0709 -1.213  -0.7743 -0.6195]
 f 5..9: [0.98988 0.76981 0.16078 0.0425  0.02581]
 eps_1 = -46.567 eV; max|L| = 0.7099 1/eV, min|L| = 3.83e-65 1/eV
 stiff mode curvature 0.29442, finite diff 0.29442, without K 0.07811 1/eV
 lam_min = 0.9373, lam_max = 3.7691, 2/lam_max = 0.5306
 best kappa = 0.4250, rate = 0.6017; largest Hessian eigenvalue 2.6378 1/eV
 kappa = 0.95*2/lam_max: error ratio after 100 steps 8.25e-05
 kappa = 1.05*2/lam_max: error ratio after 100 steps 6.01e+02
start: A-A_min = 7.694e-01 eV, |R-cI| = 4.911e+00 eV
60 raw steps (length 1/Hess_max): A-A_min = 7.566e-03 eV, |R-cI| = 1.422e+00 eV
60 preconditioned steps: |A-A_min| = 9.7e-14 eV, |R-cI| = 2.1e-13 eV
done: every assertion held
```
